Why thinning a channel body brings diminishing electrostatic benefit

**The decision**

Before simulating a short transistor with a layered channel, one must decide whether to spend effort on a thinner body or on the gate stack, and whether the gate dielectric may be replaced by a capacitance per area. Both choices depend on where the drain's field travels. If nearly all of its energy lies in the dielectric, a thinner body removes little of it, and a capacitance per area leaves out the main path.

The benefit that must fade is the benefit per fractional thinning, for example per halving. The benefit per angstrom removed stays finite, and in some stacks it grows as the body thins.

**Model and conventions**

Let x run along the channel and y across the layers. The body has thickness t = 2b and relative permittivities ε_in along the layer and ε_out across it. On each side lies a dielectric of thickness d and isotropic permittivity ε_d, covered by an ideal gate. Atomic units are used in the algebra.

The transistor is below threshold, and its mobile charge is neglected. The electrostatics is then linear. Subtracting the solution at zero drain bias removes fixed charges and gate voltages, leaving the drain-induced potential φ, which vanishes on the gates and obeys

∂/∂x(ε_in ∂φ/∂x) + ∂/∂y(ε_out ∂φ/∂y) = 0.

In the dielectrics both permittivities equal ε_d. With x measured from the drain into the channel, try φ = f(y) exp(−κx), where κ = 1/λ. Two x-derivatives give κ², so

(ε_out f′)′ + κ² ε_in f = 0. (1)

Both f and ε_out f′ are continuous at interfaces. The smallest κ gives the deepest penetration, and its λ is the decay length discussed here.

**Why only the body's share of the energy counts**

Multiply (1) by f and integrate across the stack. In the integration by parts the boundary terms vanish because f = 0 at the gates. Hence

κ² = P/Q, P = ∫ε_out f′² dy, Q = ∫ε_in f² dy. (2)

This ratio is stationary. For a small change δf that vanishes at the gates,

δP = 2∫ε_out f′ δf′ dy = −2∫(ε_out f′)′ δf dy = 2κ²∫ε_in f δf dy = κ² δQ,

so δ(P/Q) = (δP − κ²δQ)/Q = 0.

Now stretch layer i by a factor r, carrying f along with it. Since dy becomes r dy and f′ becomes f′/r, the layer's contributions change as P_i → P_i/r and Q_i → rQ_i. The true new f differs from the carried one at first order, but stationarity makes that difference irrelevant to the first derivative. At r = 1,

dκ²/dr = (−P_i − κ²Q_i)/Q.

Divide by κ² and use ln λ = −½ ln κ²:

d ln λ/d ln t_i = (P_i + κ²Q_i)/(2κ²Q) = (P_i + κ²Q_i)/(P + κ²Q). (3)

The last step uses P = κ²Q.

The mode has E_x = κf exp(−κx) and E_y = −f′ exp(−κx). Its energy density is (ε_in E_x² + ε_out E_y²)/(8π). Integrated over layer i at fixed x, this gives exp(−2κx)(κ²Q_i + P_i)/(8π). The prefactor is common to all layers, so (3) is the fraction of the mode's field energy stored in layer i.

Call the body's fraction s. Thinning the body by a small fraction shortens λ by s times that fraction. The shares of all layers add to one, as they must: scaling every thickness by the same factor scales λ by that factor.

**The double gate and its floor**

Put y = 0 at the body centre and define

a = √(ε_in/ε_out), ε_g = √(ε_in ε_out).

The slowest mode has no node and is even. In the body, (1) gives f = cos(aκy). In the upper dielectric, f = B sin[κ(b + d − y)] vanishes at the gate. Continuity of f and of ε_out f′ at y = b gives

cos(aκb) = B sin(κd),
ε_g sin(aκb) = ε_d B cos(κd).

The second line uses ε_out a = ε_g, with a common factor −κ cancelled. Dividing it by the first,

ε_g tan(aκb) tan(κd) = ε_d. (4)

For the slowest mode both arguments lie below π/2, so (4) can be written

κd + arctan[(ε_g/ε_d) tan(aκb)] = π/2. (5)

For a thin body, tan and arctan may be replaced by their arguments, with errors of order b³. Since ε_g a = ε_in, (5) becomes κ(d + ε_in b/ε_d) = π/2, or

λ = 2d/π + ε_in t/(πε_d) + O(t³). (6)

A body of vanishing thickness therefore leaves λ = 2d/π. The two gates are still 2d apart, and the drain's field enters the dielectric between them. In that region f = cos[πy/(2d)], and Laplace's equation ties the lateral decay rate to this transverse curvature.

The energy shares show how the floor is approached. In the body,

ε_out f′² + κ²ε_in f² = κ²ε_in[sin²(aκy) + cos²(aκy)] = κ²ε_in.

The same sum in the dielectric is κ²ε_d B². Both are constant within their layer, so multiplying by the thicknesses gives

s = ε_in b/(ε_in b + ε_d B²d), B = cos(aκb)/sin(κd). (7)

As b → 0, B → 1 and

s ≈ t/t*, t* = 2ε_d d/ε_in. (8)

This approximation also needs a small phase aκb in the body. With κ near π/(2d), that means t well below 2d/a = t*ε_g/ε_d, which is the stricter condition when ε_d exceeds ε_g. Well below both t* and 2d/a, the dielectric holds most of the energy. The thickness t* is a scale and in general not the point of equal shares. Equation (4) gives ε_d B² = ε_g sin(2aκb)/sin(2κd), so the shares are equal when ab = d, that is, at t = 2d/a for any ε_d. This point coincides with t* only for ε_d = ε_g.

**Gain per angstrom**

Equation (6) gives dλ/dt → ε_in/(πε_d) for a thin body. For the opposite limit, rewrite (4) as

aκb + arctan[(ε_g/ε_d) tan(κd)] = π/2.

When ab is much larger than both d and ε_g d/ε_d, κd is small and λ ≈ (2/π)(ab + ε_g d/ε_d). Since b = t/2, the slope is a/π. The thin-body slope divided by the thick-body slope is ε_in/(aε_d) = ε_g/ε_d.

Thus, as the body thins from the thick limit to the thin one, the gain per angstrom falls if ε_d exceeds ε_g and rises if ε_d is smaller. If they are equal, (5) reduces to κ(d + ab) = π/2, and λ = (2d + at)/π is linear in t at every thickness. Even then the fractional gain fades, because a constant gain per angstrom is being taken from a λ that does not go to zero.

**How large the effect is**

Take round model parameters: ε_in = 15 and ε_out = 6, so ε_g = 9.49. Two gate stacks have the same capacitance ratio ε_d/d = 0.667 per angstrom. The high-permittivity stack has d = 30 Å and ε_d = 20; the low-permittivity stack has d = 6 Å and ε_d = 4. The latter is chosen only to match the capacitance: 0.5 V across 6 Å is about 8 MV/cm, and so thin a layer would leak by tunnelling.

For the high-permittivity stack:

t (Å) | λ (Å) | s
40 | 31.8 | 0.52
20 | 24.5 | 0.26
10 | 21.6 | 0.12
5 | 20.3 | 0.06

The floor is 2 × 30/π = 19.1 Å (1.91 nm). Successive halvings shorten λ by 23%, 12% and 6%. Removing the last 5 Å altogether would shorten it by another 6%. Equation (6) gives 19.1 + 0.239 × 5 = 20.3 Å at t = 5 Å, in agreement with the table. The slope dλ/dt falls from 0.42 at 40 Å to 0.25 at 5 Å, as expected for ε_d > ε_g.

At t = 5 Å, a 10% thinner body shortens λ by about 0.6%. The dielectrics hold the other 94% of the energy, so making both 10% thinner at fixed ε_d shortens λ by about 9%.

For the low-permittivity stack:

t (Å) | λ (Å) | s
40 | 28.6 | 0.73
20 | 17.9 | 0.62
10 | 12.0 | 0.53
5 | 8.5 | 0.45

Here the floor is 3.8 Å and t* is 3.2 Å, so even the 5 Å body is not thin on this stack's own scale and still holds 45% of the energy. The last halving still shortens λ by 29%. The slope rises from 0.52 to 0.77 as the body thins, as expected for ε_d < ε_g. The onset of diminishing benefit is thus a property of the whole stack, not of the body thickness alone.

Finite-element solutions of (1) reproduce these decay lengths within 0.1%. Their energy shares agree with the logarithmic derivatives of λ, for body and dielectric separately, within 0.2% of each value.

**What a capacitance per area leaves out**

Suppose the dielectric carries only a vertical field, so that its potential falls linearly to the gate. If the potential is also uniform across the body, flux balance over half the body gives

ε_in b ∂²φ/∂x² = (ε_d/d)φ,
λ_simple = √(ε_in b d/ε_d).

This estimate goes to zero with b. It follows from (4) if both tangents are replaced by their arguments, which requires

(κd)² ≈ ε_d d/(ε_in b) ≪ 1,
(aκb)² ≈ ε_d b/(ε_out d) ≪ 1.

Together these demand ε_d d/ε_in ≪ b ≪ ε_out d/ε_d. Such a window exists only if ε_d² ≪ ε_in ε_out. The high-permittivity stack has none. At t = 5 Å the estimate is 7.5 Å for both stacks, since it contains only ε_d/d. The actual values are 20.3 Å and 8.5 Å.

The missing ingredient can be isolated. In the high-permittivity stack at t = 5 Å, make the lateral permittivity of the dielectric negligible while keeping its vertical permittivity. The decay length drops from 20.3 Å to 7.8 Å, well below the former floor. With a body of only 0.1 Å, a purely numerical limit, λ follows λ_simple within 1%. The lateral field in the dielectric is therefore what produces the floor.

The small excess of 7.8 over 7.5 Å comes from variation across the body. Without lateral field in the dielectric, the matching condition is

z tan z = ε_d b/(ε_out d), z = aκb.

Because tan z > z, the solution has a smaller z, and hence a larger λ, than the estimate z² = ε_d b/(ε_out d).

Equation (4) also settles the comparison at fixed capacitance C = ε_d/d. Divide it by ε_g d:

tan(aκb) tan(κd)/d = C/ε_g.

The left side grows with κ. It also grows with d at fixed κ, because tan(u)/u increases between 0 and π/2. Raising d at fixed C must therefore lower κ and lengthen λ. A thick dielectric of high permittivity can match the capacitance of a thin one, but within this model it does not match its control of the drain field.

**From decay length to barrier lowering**

A finite channel of length L also needs the strength with which the drain excites the mode. Now measure x from the source, where φ = 0. At x = L let φ = Vg(y), with g = 1 across the body and a linear fall to zero at each gate. Each mode then varies as sinh(κx)/sinh(κL). Modes are orthogonal with weight ε_in, so the slowest has amplitude

c = ∫ε_in f g dy / ∫ε_in f² dy,

with both integrals over the upper half of the stack.

For the numerator, multiply (1) by g and integrate by parts. The boundary terms vanish because g = 0 at the gate and f′ = 0 at the centre. Since g′ = −1/d in the dielectric and zero in the body,

κ²∫ε_in f g dy = ∫ε_out f′g′ dy = −(ε_d/d)[0 − f(b)] = ε_d cos(aκb)/d.

For the denominator, P = κ²Q makes 2κ²Q equal to the summed energy terms found above, so

Q = ½(ε_in b + ε_d B²d).

The amplitude is therefore

c = 2ε_d cos(aκb) λ²/[d(ε_in b + ε_d B²d)]. (9)

At midchannel, sinh(κL/2)/sinh(κL) = 1/[2 cosh(κL/2)]. At the body centre f = 1, and the response per unit drain potential is

S ≈ c/[2 cosh(L/(2λ))]. (10)

Faster modes are omitted. For b → 0, equation (9) gives c = 2(2d/π)²/d² = 8/π², so

S → (4/π²)/cosh[πL/(4d)].

The prefactor belongs to the assumed drain profile. If the drain potential instead filled the whole height up to the gates, ∫f g dy = 2d/π and ∫f² dy = d/2 would give c = 4/π. The decay length would be the same.

For L = 200 Å and a drain energy shift of 0.5 eV, a two-dimensional solution for the high-permittivity stack gives these midchannel barrier lowerings:

t = 40 Å: 0.0277 eV
t = 20 Å: 0.0092 eV
t = 10 Å: 0.0046 eV
t = 5 Å: 0.0032 eV
t → 0: 0.0022 eV, from the limiting formula

For this drain profile the halvings reduce the lowering by factors of 3.0, 2.0 and 1.4; another profile changes c(t) and shifts these factors somewhat. Removing all the remaining thickness would bring a further factor of only about 1.5. Formula (10) agrees with the two-dimensional solution within 1% at each thickness.

The top of the barrier is lowered less than its midpoint, because drain bias moves the top towards the source. Let V be the drain energy shift, and let source and drain at zero bias lie an energy V_b below the barrier of a very long channel, with the same profile g at both ends. For L ≫ 2λ, the contacts reduce the barrier at the body centre by

c{V_b exp(−κx) + (V_b + V) exp[−κ(L − x)]}.

The smallest value of this reduction is 2c√[V_b(V_b + V)] exp(−κL/2), and it marks the top. Subtracting the zero-bias value 2cV_b exp(−κL/2) and dividing by the midchannel lowering cV exp(−κL/2) gives the factor 2{√[V_b(V_b + V)] − V_b}/V. It is 0.83 for V_b = V. Since it does not contain t, the ratios between thicknesses are unchanged.

The gains from each halving are larger than those in λ mainly because the channel is several decay lengths long; a smaller part comes from the fall of c. For L ≫ 2λ, S ≈ c exp[−L/(2λ)], and

d ln S/d ln t ≈ (L/2λ)s + d ln c/d ln t.

At t = 5 Å the first term is 200/(2 × 20.3) × 0.06 ≈ 0.3. A 10% thinner body thus lowers S by about 3% through λ, before the change in c is counted. A long channel amplifies a small share but does not prevent it from vanishing.

The same expression gives the channel length needed for a prescribed S:

L ≈ 2λ ln(c/S).

As the body vanishes, this length tends to (4d/π) ln[8/(π²S)]. Body thinning alone cannot bring the required length to zero.

**One near gate and a distant ground plane**

The energy rule (3) also covers unequal dielectrics. Let the near gate dielectric have thickness d and permittivity ε_d, and let a lower dielectric of thickness h and permittivity ε_low end at a ground plane. For a vanishing body, take f = A sin(κu) below, with u measured up from the ground plane, and f = B₁ sin(κw) above, with w measured down from the gate. Matching gives

A sin(κh) = B₁ sin(κd),
ε_low A cos(κh) = −ε_d B₁ cos(κd).

The minus sign arises because w decreases as y increases. Division yields

ε_low cot(κh) + ε_d cot(κd) = 0.

With h = 300 Å, ε_low = 4 and the former high-permittivity gate dielectric, the floor is 97.5 Å. Reducing the body from 20 to 5 Å changes λ from 102.1 to 98.5 Å, a gain of 3.4% for a fourfold thinning. At 5 Å the lower dielectric holds 97% of the energy, the body 1% and the gate dielectric 2%. Thinning the gate dielectric would also do little for this decay length; the distance to the ground plane controls it.

This λ describes the field far from the drain. At the floor, κh = 300/97.5 = 3.08, so the mode's amplitude at the body is sin(3.08) ≈ 0.06 of its maximum in the lower dielectric. The matching condition gives |tan(κh)| = (ε_low/ε_d) tan(κd), so this small amplitude is nearly proportional to d. Halving the gate dielectric roughly halves the mode at the body while hardly changing λ. In a short channel, faster modes with more weight at the body can also matter. In such a stack neither λ nor the energy shares predict barrier lowering on their own.

**What to do**

For a symmetric double gate, first compare t with the smaller of t* = 2ε_d d/ε_in and 2d/a, then obtain s from (5) and (7). If s is small, further thinning shortens λ little, and the physical dielectric thickness is the stronger lever. For barrier lowering in a channel many decay lengths long, (L/2λ)s is a better guide than s alone. If s is near one half or above, as in the low-permittivity example, thinning still pays. For other stacks, solving (1) and comparing the layer energies shows what controls λ. If the slowest mode has little amplitude at the body, as with one gate and a distant ground plane, body and gate-dielectric thickness can change the barrier lowering strongly through that amplitude, and a two-dimensional solution is needed.

Include the dielectric as a two-dimensional region unless (κd)² ≪ 1. Its energy share alone does not decide this: even where λ_simple holds, the vertical field in the dielectric carries about half the energy, because P = κ²Q. When comparing gate stacks, state d and ε_d separately, since their ratio does not determine the field penetration.

These conclusions concern electrostatics below threshold. Mobile-charge screening, quantum capacitance, transport and tunnelling are not included, so a thinner dielectric must still be judged for leakage. A layered body can be thinned only in whole layers, and a local permittivity inside a single layer is an idealization. The dielectric was taken as isotropic; for a layered dielectric with permittivities ε_∥ along and ε_⊥ across the layers, the floor becomes 2d√(ε_∥/ε_⊥)/π. A van der Waals gap between body and dielectric is not contained in (5); where there is one, enter it in (1) as a separate layer of low permittivity. If ε_in or ε_out changes with layer number, the new values must be used in (5), (6) and (7). The change in λ then also contains the effect of the changed permittivity, so compare λ itself rather than rely on s. The remaining values are in the numerical output.

Computed values

```
Body permittivity: along 15, across 6
Geometric mean permittivity 9.487
Channel 200 angstrom, drain shift 0.50 eV
high-k: d 30 angstrom, e_d 20, e_d/d 0.6667 per angstrom
 t, lam, simple lam (angstrom); body share; dlam/dt
   40  31.849  21.213  0.523  0.416
   20  24.451  15.000  0.258  0.316
   10  21.572  10.607  0.122  0.263
    5  20.304   7.500  0.060  0.246
 floor lam 19.099 angstrom
 thin-body scale 2 e_d d/e_in: 80.00 angstrom
low-k: d 6 angstrom, e_d 4, e_d/d 0.6667 per angstrom
 t, lam, simple lam (angstrom); body share; dlam/dt
   40  28.648  21.213  0.727  0.521
   20  17.938  15.000  0.625  0.560
   10  12.015  10.607  0.534  0.641
    5   8.547   7.500  0.449  0.767
 floor lam 3.820 angstrom
 thin-body scale 2 e_d d/e_in: 3.20 angstrom
e_d 4: dlam/dt thin 1.194, thick 0.503
e_d 20: dlam/dt thin 0.239, thick 0.503
High-k, t 5, fringing off: lam 7.845 angstrom
High-k midchannel barrier lowering (eV):
 t (angstrom), 2D solution, one-mode formula
   40   0.02770   0.02782
   20   0.00916   0.00916
   10   0.00456   0.00457
    5   0.00316   0.00316
 zero-thickness floor 0.00216 eV
Lower dielectric: 300 angstrom, permittivity 4
 t, lam (angstrom); energy shares lower, body, upper
   20  102.050 0.9275 0.0489 0.0235
    5   98.544 0.9671 0.0112 0.0217
 floor lam 97.463 angstrom
```
